# Locating a Valence Edge: Broadened-DOS Fit Versus Straight-Line Extrapolation

**Result.** Let \(E\) be binding energy, increasing into the valence band, and let \(E_v\) be the valence edge. A photoemission spectrum near the edge is fitted with

\[
\mu(E)=A\,h\,G(E-E_v)+B ,
\]

where \(G\) is a theoretical density of states (DOS) convolved with the Gaussian resolution and averaged over bins of width \(h\). \(A\) is the number of band electrons and \(B\) the background per bin. If the DOS, resolution and background are right, the Poisson maximum-likelihood value of \(E_v\) has no bias at leading order in the counts. A straight line drawn through the leading edge generally has a bias that remains however many electrons are counted.

For synthetic spectra with a known edge at 2.73 eV, a resolution of 0.40 eV (full width at half maximum, FWHM) and about 100000 band electrons each, the root-mean-square error is about 5 meV for the fit and about 39 meV for the line. The first figure holds only while the model is right. Plausible model errors move the fitted edge by roughly 10 to 100 meV, sometimes without a visible misfit.

## What the straight line measures

The simple scheme fits a line \(c_0+c_1E\) to part of the rising edge and takes its crossing with the baseline \(b\), the mean count in the gap:

\[
E_{\rm line}=\frac{b-c_0}{c_1}.
\]

To see what this returns, take a parabolic band, whose DOS is proportional to \(\sqrt{x}\) at depth \(x=E-E_v>0\) and zero otherwise. Let the resolution have standard deviation \(\sigma\), and set \(t=x/\sigma\). Apart from a constant factor, the broadened edge is

\[
\Phi(t)=\int_0^\infty \sqrt{s}\,\varphi(t-s)\,ds,\qquad 
\varphi(u)=\frac{e^{-u^2/2}}{\sqrt{2\pi}} .
\]

Since \(\partial_t\varphi(t-s)=-\partial_s\varphi(t-s)\), integration by parts moves the derivative onto the square root. The boundary terms vanish, so

\[
\Phi'(t)=\int_0^\infty\frac{1}{2\sqrt{s}}\,\varphi(t-s)\,ds .
\]

Differentiating again and using \(\varphi'(u)=-u\varphi(u)\) gives

\[
\Phi''=-\int_0^\infty\frac{t-s}{2\sqrt{s}}\,\varphi(t-s)\,ds
=-t\,\Phi'+\tfrac12\Phi .
\]

At the steepest point \(t^*\), \(\Phi''=0\), and therefore \(\Phi/\Phi'=2t^*\). The tangent there meets the baseline at

\[
t^*-\frac{\Phi(t^*)}{\Phi'(t^*)}=t^*-2t^*=-t^* .
\]

Both \(\Phi\) and \(\Phi'\) are positive, so \(t^*\) is positive and the line falls in the gap. Numerically \(t^*=0.765\): the tangent bias of a parabolic edge is \(-0.765\,\sigma\).

A linear edge behaves differently. If the DOS is proportional to \(x\), the broadened curve tends to \(t\) itself a few \(\sigma\) above the edge, and a line fitted there extrapolates to the true edge. The straight line thus contains a hidden DOS model, a linear one, together with the requirement that the segment lie clear of the broadened foot.

## Why a constant correction does not repair it

One might add \(0.765\,\sigma\) to every result. This fails when the DOS departs from a square root within the region that the line samples. A band with a definite lattice structure shows how.

The oxygen sites of CeO\(_2\), a candidate gate oxide on silicon, form a simple cubic lattice. With nearest-neighbour hopping, the three p orbitals do not mix. For the x orbital, with \(k\) in units of the inverse site spacing, the electron energy measured from the band centre is

\[
\varepsilon=2V_\sigma\cos k_x+2V_\pi(\cos k_y+\cos k_z),
\]

with \(V_\sigma=0.70\) eV and \(V_\pi=-0.15\) eV. The other two orbitals have the same DOS by permutation of axes. The maximum, at \((0,\pi,\pi)\), is

\[
E_{\rm top}=2|V_\sigma|+4|V_\pi|=1.40+0.60=2.00\ \text{eV},
\]

and the DOS is symmetric about the centre, so the band is 4.00 eV wide. Depth below the edge is \(x=E_{\rm top}-\varepsilon\).

Near the maximum, \(2V(1-\cos q)\approx Vq^2\) gives \(x\approx|V_\sigma|q_x^2+|V_\pi|(q_y^2+q_z^2)\). Rescale each \(q\) by the square root of its coefficient. This produces a factor \(1/(\sqrt{|V_\sigma|}\,|V_\pi|)\) and leaves \(x=\rho^2+w^2\), with \(\rho\) a radius in two dimensions. For fixed \(w\), \(\int2\pi\rho\,d\rho\,\delta(x-w^2-\rho^2)=\pi\) when \(w^2<x\), and zero otherwise. The allowed range of \(w\) has length \(2\sqrt{x}\), so

\[
D(x)\approx\frac{\pi\,2\sqrt{x}}{(2\pi)^3\sqrt{|V_\sigma|}\,|V_\pi|}
=K\sqrt{x},\qquad K=\frac{1}{4\pi^2\sqrt{|V_\sigma|}\,|V_\pi|}.
\]

Here \(K=1/(39.48\times0.837\times0.15)=0.202\) eV\(^{-3/2}\).

The next critical points are at \((0,0,\pi)\) and \((0,\pi,0)\), at depth \(x_c=4|V_\pi|=0.60\) eV. There one curvature is reversed: \(x-x_c=\rho^2-w^2\). The same integral over \(\rho\) gives \(\pi\) when \(w^2>x_c-x\). Just below \(x_c\), a length \(2\sqrt{x_c-x}\) is therefore missing from the range of \(w\), and each saddle contributes a constant minus \(K\sqrt{x_c-x}\). The two saddles together have a singular slope with twice the coefficient found at the edge. For sufficiently small \(\sigma\), the steepest point of the whole rise lies at the saddles, and its tangent extrapolates towards \(x=0.60\) eV. The approach is slow, with a shortfall that scales roughly as \(\sqrt\sigma\): the intercept is 0.37 eV at \(\sigma=0.02\) eV and 0.48 eV at \(\sigma=0.005\) eV. The law \(-0.765\,\sigma\) survives only for a tangent confined to the neighbourhood of the edge. Within \(4\sigma\) of it, at \(\sigma=0.005\) eV, the lattice gives \(-0.761\,\sigma\).

Noise-free spectra of this band give the following line biases. The segments are percentages of the first maximum.

| FWHM (eV) | Steepest tangent (meV) | 20–80% (meV) | 10–50% (meV) |
|---|---|---|---|
| 0.2 | 150 | −26 | −68 |
| 0.4 | 6 | −40 | −93 |
| 0.6 | −73 | −106 | −173 |
| 0.8 | −159 | −197 | −280 |

The tangent bias changes sign. Its near-zero value at 0.4 eV is a cancellation for this band and resolution, and gives no general support to the method. The dependence on segment is governed by the curvature of the broadened edge. A tangent at \(x\) crosses the baseline at \(x-G/G'\), and

\[
\frac{d}{dx}\left(x-\frac{G}{G'}\right)=\frac{G\,G''}{(G')^2}.
\]

In the broadened foot \(G''>0\), so there a lower tangent extrapolates further into the gap. At fine resolution the concave square root leaves a stretch with \(G''<0\) between the foot and the saddles, where this order reverses. A correction would need the resolution, the segment and the DOS. Once these are known, the whole spectrum near the edge can be fitted.

## Building the broadened DOS

Convolution is easiest through the average of \(e^{i\tau x}\), because independent contributions to the recorded energy then multiply. For one direction of \(k\),

\[
\frac1{2\pi}\int_{-\pi}^{\pi}e^{i\tau 2V\cos k}\,dk=J_0(2V\tau).
\]

The band supplies three Bessel factors and a phase \(e^{i\tau E_{\rm top}}\); the sign of \(\varepsilon\) in \(x=E_{\rm top}-\varepsilon\) does not matter because \(J_0\) is even. The resolution supplies \(e^{-\sigma^2\tau^2/2}\), and averaging over a bin supplies \(\sin(h\tau/2)/(h\tau/2)\). The inverse transform, folded onto positive \(\tau\), is

\[
G(x)=\frac1\pi\int_0^\infty\!\cos[\tau(x-E_{\rm top})]\,
J_0(2V_\sigma\tau)J_0(2V_\pi\tau)^2
e^{-\sigma^2\tau^2/2}\,\frac{\sin(h\tau/2)}{h\tau/2}\,d\tau .
\]

It is normalized to one electron in the band. For another material, a calculated DOS convolved numerically takes the place of this formula; the fitting scheme is unchanged.

In the example \(\sigma=0.40/2.355=0.170\) eV and \(h=0.05\) eV. At the true edge the broadened DOS is 0.039 eV\(^{-1}\), so the band gives \(10^5\times0.05\times0.039=195\) counts per bin, above a background of 20. At \(x=1.0\) eV it gives \(10^5\times0.05\times0.340=1700\). The edge therefore lies on a smooth foot, at 11% of that higher signal, and no feature of the curve marks it by eye.

## Choosing the fitting criterion

The obvious criterion is least squares with each bin weighted by its inverse observed count. It introduces a bias of its own. For a flat background, minimizing \(\sum(n-B)^2/n\) requires \(\sum(n-B)/n=0\), hence \(\hat B=1/\langle1/n\rangle\). With \(n=B+\delta\) and \(\langle\delta^2\rangle=B\),

\[
\left\langle\frac1n\right\rangle\approx\frac1B+\frac{\langle\delta^2\rangle}{B^3}
=\frac1B+\frac1{B^2},\qquad \hat B\approx B-1 .
\]

At 20 counts per bin that is an error of about 5%, because downward fluctuations receive too much weight. A deficit of about one count appears in every bin, so in the three-parameter fit it is absorbed almost entirely by \(B\). In this example it moves \(E_v\) by only about 0.1 meV: the bias matters for the background, hardly for the edge.

The Poisson likelihood avoids this. Apart from a constant, \(\ln L=\sum(n\ln\mu-\mu)\), and its stationary condition for each parameter \(\theta_j\) is

\[
\sum\frac{n-\mu}{\mu}\,\frac{\partial\mu}{\partial\theta_j}=0 .
\]

For \(\theta=(E_v,A,B)\), the columns of the derivative matrix \(J\) are \(-AhG'\), \(hG\) and 1. The minus sign arises because raising \(E_v\) lowers \(x\). A second derivative of \(\ln L\) gives

\[
\sum\left[\left(\frac n\mu-1\right)\frac{\partial^2\mu}{\partial\theta_j\partial\theta_k}
-\frac{n}{\mu^2}\frac{\partial\mu}{\partial\theta_j}\frac{\partial\mu}{\partial\theta_k}\right].
\]

Its expectation at \(\langle n\rangle=\mu\) is \(-F_{jk}\), where \(F=J^{T}{\rm diag}(1/\mu)J\). Replacing the second derivative in Newton's method by this expectation gives the update

\[
\Delta\theta=F^{-1}J^{T}\frac{n-\mu}{\mu}.
\]

The algorithm is then:

1. Take the straight-line edge as the starting \(E_v\), the mean gap count as \(B\), and the net counts divided by the sum of \(hG\) as \(A\).
2. Compute \(\mu\), \(J\), \(F\) and \(\Delta\theta\).
3. Halve the step while it lowers the likelihood or makes any \(\mu\) non-positive.
4. Repeat until the proposed change in \(E_v\) is negligible.

The straight line keeps a use, as a starting value, provided the counts are high enough to fix its slope. At one hundredth of the counts used here its crossing scatters by a few tenths of an eV and is no longer a safe start.

## Bias and scatter

Near the true parameters, the same formula gives the estimation error to first order. If \(\langle n\rangle=\mu\), its mean is zero. Independent Poisson bins have variance \(\mu\), so the covariance is

\[
F^{-1}J^T{\rm diag}(1/\mu)\,{\rm diag}(\mu)\,{\rm diag}(1/\mu)JF^{-1}=F^{-1}.
\]

If signal and background both grow by a factor \(c\), the scatter of \(E_v\) falls as \(1/\sqrt c\).

If instead the true mean is \(\mu+\delta\mu\), the fitted edge shifts by

\[
\delta E_v=\left[F^{-1}J^T\frac{\delta\mu}{\mu}\right]_{E_v}.
\]

To see how this scales, use the relative changes of \(A\) and \(B\) as parameters. All columns of \(J\), together with \(F\) and \(\delta\mu\), then grow in proportion to \(c\). The factors cancel: more counting does not remove a model error.

For the comparison, 200 spectra were generated electron by electron from random \(k\) and random Gaussian energy errors, without using \(G\). Poisson background was added. The fit range was 1.00 to 3.60 eV, and the line used nine bins centred from 2.875 to 3.275 eV in every spectrum.

The first spectrum gives 2.7305 eV by the fit and 2.6863 eV by the line, errors of 0.5 and −43.7 meV. Over all spectra the mean fit bias is \(0.12\pm0.34\) meV, consistent with zero. Its scatter is 4.75 meV, against 4.85 meV from \(F^{-1}\). The line has a mean bias of \(-36.6\pm0.9\) meV and a scatter of 12.6 meV. Its noise-free bias on the same bins is −35.7 meV, so the offset belongs to the method and not to counting noise. The line's scatter is also larger than that of the fit.

## When the theoretical DOS or spectrum is wrong

The next table changes the true spectrum while keeping the fitted model fixed. Biases are relative to the known edge. The fit keeps the range 1.00 to 3.60 eV, and the line keeps the same nine bins in every row. The last column is the chi-square of the remaining noise-free misfit, to be compared with \(49\pm10\) from noise alone.

| Neglected effect | Fit (meV) | Line (meV) | Misfit |
|---|---|---|---|
| Phonon broadening | −23 | −51 | 8 |
| Lifetime broadening | −52 | −73 | 82 |
| Both hoppings +10% | 10 | −41 | 9 |
| \(V_\pi\) +20% | 16 | −52 | 29 |
| Second neighbours | −111 | −189 | 404 |
| Oxide field | 77 | 20 | 2 |
| Ce 4f gap states | 13 | −27 | 110 |
| Inelastic loss | 6 | −31 | 0.4 |
| Transmission slope | 14 | −24 | 0.6 |

The phonon entry adds a Gaussian of \(\sigma=0.10\) eV; the lifetime entry adds a Lorentzian of half width 0.05 eV. Second-neighbour hoppings are 0.05 and −0.01 eV. Gap states carry 0.5% of the band weight, 1.5 eV above the edge. Loss and transmission slopes are 0.10 per eV. The loss, transmission and lifetime rows are generic distortions of the shape, not estimates for an X-ray spectrum of an oxide. A transmission varying as the inverse kinetic energy near 1480 eV has a slope of about 0.0007 per eV and moves the fit by only 0.1 meV. The loss term here starts at the edge, whereas electronic losses in an insulator start about one gap (some 3 eV) deeper and leave this range unchanged. The Lorentzian has the same width at all depths, whereas a hole lifetime width should shrink towards the edge. A half width rising linearly from zero at the edge to 0.05 eV at 1 eV depth, and constant beyond, shifts the fit by −46 meV with a misfit of 21; one rising quadratically, through 0.05 eV at 2 eV depth, shifts it by about −12 meV with a misfit of 6.

Both columns depend on these choices. With the segment moved to 20–80% of the changed spectrum, the line bias for second neighbours is −95 meV instead of −189 meV, smaller than that of the fit. With the fit ended at 3.30 eV, its bias is −41 meV for second neighbours, −14 meV for \(V_\pi\) +20%, −7 meV for both hoppings +10% and −82 meV for lifetime broadening. The entries give orders of magnitude, not signs that carry over to another range.

A chi-square test at the 5% level detects a misfit of 15 in about 40% of spectra and one of 29 in about 80%. A misfit of 80 or more is almost always noticed, as for the second neighbours. Their fit bias also lies outside the linear regime: the first-order formula predicts −175 meV instead of −111 meV.

The oxide field is more troublesome. A field of 0.5 MV/cm is 0.05 V/nm, and over an escape depth of 2.0 nm it shifts the levels by 0.10 eV on average. The edge is defined here at the film surface, and deeper electrons are taken to have higher binding energy. The fit absorbs most of this as a shift of 77 meV, with almost no misfit. The line has the smaller total error here because the field shift opposes its existing negative bias. With the field reversed, the fit is off by −119 meV and the line by −143 meV, with a misfit of 18. A good chi-square therefore does not certify the edge.

## Beside a real oxide film

The band width, resolution, field and escape depth are rough values for a thick CeO\(_2\) film measured with a monochromatized laboratory X-ray source; the hoppings are chosen, not calculated for CeO\(_2\). The clearest departure of the real oxide is mixing between oxygen and cerium orbitals, which changes the DOS shape. That mixing, spin–orbit coupling and orbital-dependent cross sections are not computed here. The second-neighbour case shows that a change of DOS shape can move the fit by about 0.1 eV, but it is not an estimate for CeO\(_2\). In a thin film, substrate emission would also have to enter the model.

For a band offset, write \(\Delta E_v=E_v^{\rm oxide}-E_v^{\rm Si}\) on a common binding-energy scale. If both edges are read directly on that scale, its error is the oxide edge error minus the silicon edge error. For a thick film the edge is instead referred to a core level, whose position adds its own error but moves with the same field: for equal escape depth a Gaussian fit to the core line shifts by 90 to 97 meV (line widths \(\sigma=0.17\) to 0.40 eV), so the field row becomes −13 to −21 meV for the fit and −70 to −78 meV for the line. With a correct silicon edge, the line in this example would make the offset 37 meV too small on average. The fit is preferable when the DOS and broadening are known well enough that their induced shifts are smaller than the line's bias. That bias must be taken for the true spectrum, because the same model error also moves the line: if the true resolution is 0.30 eV instead of the assumed 0.40 eV, the fit is off by +32 meV and the line by only −22 meV. The quoted uncertainty of the fit should include the model-induced shifts, obtained by refitting with alternative DOS, broadening and fit range, as well as the statistical error, which is 5 meV for the range ending at 3.60 eV and 7 meV for one ending at 3.30 eV. The remaining values are in the numerical output.

## Numbers as computed

```
hoppings sigma, pi: 0.70, -0.15 eV; band width 4.00 eV
resolution: FWHM 0.40 eV, sigma 0.1699 eV; bin 0.05 eV
true edge 2.73 eV; band electrons 100000
background 20 counts/bin; 52 bins
fit range 1.00 to 3.60 eV
line segment bin centres 2.875 to 3.275 eV, 9 bins
onset coefficient 0.2018 eV^-1.5
x (eV), broadened DOS (1/eV):
  -0.30  0.0020
   0.00  0.0390
   0.30  0.1452
   0.60  0.2830
   1.00  0.3400
   2.00  0.2353
largest DOS difference from k mesh 2.7e-09 1/eV
parabolic edge: t* 0.7650, tangent bias/sigma -0.7650
lattice at sigma 0.005 eV: tangent bias/sigma -0.7608
noise-free line bias (meV): FWHM eV, tangent, 20-80%, 10-50%
  0.2     150.0    -26.2    -67.6
  0.4       6.1    -39.9    -93.4
  0.6     -72.8   -105.6   -172.7
  0.8    -158.8   -197.0   -279.6
first spectrum: DOS edge 2.7305 eV, line edge 2.6863 eV
spectra simulated 200
DOS: mean bias 0.12 +/- 0.34 meV
  scatter 4.75 meV, rms error 4.74 meV
line: mean bias -36.62 +/- 0.89 meV
  scatter 12.58 meV, rms error 38.71 meV
Fisher limit 4.85 meV
noise-free binned line bias -35.71 meV
phonon sigma 0.10 eV; lifetime half width 0.05 eV
field 0.5 MV/cm, escape depth 2.0 nm, mean shift 0.10 eV
gap states: weight 0.5%, 1.5 eV above edge, sigma 0.35 eV
loss 0.10 per eV; transmission slope 0.10 per eV
second-neighbour hoppings 0.05, -0.01 eV
effect: DOS bias, first order, line bias (meV), misfit chi2
  phonon broadening     -22.9   -22.9   -50.6      7.6
  lifetime              -51.5   -52.0   -73.4     82.3
  hoppings +10%           9.8     8.1   -41.3      8.9
  pi hopping +20%        15.7    12.1   -51.7     29.3
  second neighbours    -111.2  -174.5  -188.5    404.3
  oxide field            76.6    59.8    19.5      1.8
  Ce 4f gap states       12.7    14.5   -26.7    109.7
  inelastic loss          6.3     6.5   -30.9      0.4
  transmission slope     13.6    14.2   -23.6      0.6
chi2 expected from noise alone 49 +/- 10
```
